# Donor Pseudopotentials and the Valley Splitting of the Silicon Ground State

A group-V atom replaces one atom of a silicon crystal. Its ion carries one more valence charge than the ion it replaces, and one electron is left over for the conduction band. That band has six equivalent minima, at \(\pm k_0\) along the three cubic axes, so a hydrogen-like ground state can be built in six ways. The problem is to find the potential that the extra electron feels and what it does to these six states.

Hartree atomic units are used, with energy levels quoted in meV. The ions are described by norm-conserving pseudopotentials without partial core densities, the atoms stay at their host positions, and spin-orbit coupling is neglected. The origin is the donor nucleus, and \(a\) is the lattice constant.

**(a) Let \(w=w_{\rm loc}+w_{\rm nl}\) be the ionic pseudopotential of the impurity minus that of the host atom, split into local and nonlocal parts. Find, to first order in \(w\) and within Kohn–Sham theory, the change \(\Delta V\) of the self-consistent potential.**

*Solution.* The valence bands are filled both before and after the substitution. The donor electron is added afterwards and takes no part in the screening. With \(n_0\) the host valence density and \(V_{\rm Hxc}\) the Hartree plus exchange-correlation potential, the two one-electron Hamiltonians are

\[
h_0=T+v_{\rm host}+V_{\rm Hxc}[n_0],\qquad
h=T+v_{\rm host}+w+V_{\rm Hxc}[n_0+\delta n].
\]

Subtracting them and expanding to first order in \(\delta n\) gives

\[
\Delta V=w+K\,\delta n,\qquad
K(\mathbf r,\mathbf r')=\frac{1}{|\mathbf r-\mathbf r'|}+\frac{\delta V_{\rm xc}(\mathbf r)}{\delta n(\mathbf r')} .
\]

The induced part \(K\delta n\) is local, so the local part of the total is \(\Delta V_{\rm loc}=w_{\rm loc}+K\delta n\), while \(w_{\rm nl}\) stands beside it unchanged.

Next, \(\delta n\) is needed. A perturbation \(U\) mixes empty states \(c\) into each filled state \(v\) with amplitude \(\langle c|U|v\rangle/(\varepsilon_v-\varepsilon_c)\). Mixing between two filled states cancels in the density, because exchanging their labels reverses the energy denominator. With two spins and the complex-conjugate term,

\[
\delta n(\mathbf r)=4\,{\rm Re}\sum_{v,c}\psi_v^*(\mathbf r)\psi_c(\mathbf r)\,
\frac{\langle c|U|v\rangle}{\varepsilon_v-\varepsilon_c}.
\]

For a local \(U\) this defines the independent-particle response, \(\delta n=\chi_0U\). For \(U=w_{\rm nl}\) it gives a density \(\delta n_{\rm nl}\), which follows directly from the matrix elements \(\langle c|w_{\rm nl}|v\rangle\). The perturbation is \(\Delta V_{\rm loc}+w_{\rm nl}\), hence

\[
\Delta V_{\rm loc}=w_{\rm loc}+K\left(\chi_0\Delta V_{\rm loc}+\delta n_{\rm nl}\right).
\]

Collecting \(\Delta V_{\rm loc}\) on the left and defining \(\epsilon=1-K\chi_0\),

\[
\boxed{\;\Delta V=w_{\rm nl}+\epsilon^{-1}\left(w_{\rm loc}+K\,\delta n_{\rm nl}\right)\;}
\]

The phrase "screened difference of ionic potentials" thus means \(\epsilon^{-1}w\) when the difference is local. A nonlocal difference enters bare, and the density it induces adds a screened local potential.

This was tested on a gapped ring of 20 sites with a nonlocal impurity, by differentiating the self-consistent solution with respect to the impurity strength. Per unit strength, the local potential at the impurity site is \(-0.937474\) in units of the hopping energy, both from the self-consistent solutions and from the formula. Dropping \(K\delta n_{\rm nl}\) would give \(-0.930798\).

**(b) Take \(w\) local, with each ion of the form \(-Z\,{\rm erf}(r/\sqrt2\,r_c)/r\). Find \(\Delta V(q)\) when the screening is diagonal in momentum, and its long- and short-range behaviour.**

*Solution.* The ionic potential is that of a Gaussian charge of width \(r_c\), whose transform is \(Ze^{-q^2r_c^2/2}\). Poisson's equation multiplies it by \(-4\pi/q^2\) for an electron. With \(i\) for impurity and \(h\) for host,

\[
w(q)=-\frac{4\pi}{q^2}\left[Z_ie^{-q^2r_i^2/2}-Z_he^{-q^2r_h^2/2}\right],\qquad
\Delta V(q)=\frac{w(q)}{\epsilon(q)} .
\]

In a crystal \(\epsilon^{-1}\) also couples \(\mathbf q\) to \(\mathbf q+\mathbf G\). Keeping the diagonal part neglects these local fields. Expanding the exponentials for small \(q\),

\[
w(q)=-\frac{4\pi(Z_i-Z_h)}{q^2}+2\pi\left(Z_ir_i^2-Z_hr_h^2\right)+O(q^2).
\]

For a single donor \(Z_i-Z_h=1\). The first term, divided by \(\epsilon_0=\epsilon(0)\), is the potential \(-1/(\epsilon_0r)\) at large distance. The second depends on the chemical identity of the two ions.

For the short-range behaviour take the model

\[
\epsilon(q)=\frac{q^2+q_s^2}{q^2+q_s^2/\epsilon_0},\qquad
\frac1{\epsilon(q)}=\frac1{\epsilon_0}+\left(1-\frac1{\epsilon_0}\right)\frac{q^2}{q^2+q_s^2}.
\]

Multiplying the second form by \(-4\pi/q^2\) and transforming back, a unit point charge gives

\[
-\frac{1}{\epsilon_0r}-\left(1-\frac1{\epsilon_0}\right)\frac{e^{-q_sr}}{r}.
\]

Well inside \(1/q_s\) the host has no room to screen the point charge, and the attraction approaches \(-1/r\). With finite core radii the potential stays finite at the nucleus. For the parameters of part (g), \(r\,\Delta V(r)\) reaches only about \(-0.46\), near \(r=0.8\) bohr, so the donor potential does not come near the unscreened \(-1/r\) at any distance. This depends on the difference of the radii: with \(r_i=0.6\) and \(r_h=1.0\) bohr it reaches \(-0.96\).

**(c) Reduce the donor problem to a \(6\times6\) matrix and express its elements through the Bloch functions of the valleys.**

*Solution.* Write the state as

\[
\psi(\mathbf r)=\sum_{j=1}^6\alpha_jF(r)\varphi_j(\mathbf r),\qquad
\varphi_j(\mathbf r)=\sum_{\mathbf G}c_j(\mathbf G)e^{i(\mathbf k_j+\mathbf G)\cdot\mathbf r},\qquad
\sum_{\mathbf G}|c_j(\mathbf G)|^2=1 .
\]

The envelope \(F\) varies slowly. An isotropic mass \(m\) is used for simplicity, although the valleys of silicon are ellipsoidal. With the potential \(-1/(\epsilon_0r)\), try \(F=e^{-r/b}/\sqrt{\pi b^3}\):

\[
-\frac{1}{2m}\left(F''+\frac2rF'\right)-\frac{F}{\epsilon_0r}
=\left[-\frac{1}{2mb^2}+\frac1r\left(\frac1{mb}-\frac1{\epsilon_0}\right)\right]F .
\]

The \(1/r\) terms cancel for \(b=\epsilon_0/m\), and the energy is \(E_0=-m/(2\epsilon_0^2)\). The mean potential is \(-1/(\epsilon_0b)=2E_0\), so the mean kinetic energy is \(-E_0\).

Now \(-1/(\epsilon_0r)\) is replaced by the full \(\Delta V\), with \(F\) held fixed. This is first-order perturbation theory within the sextet. Products \(\varphi_i^*\varphi_j\) from different valleys oscillate rapidly under the smooth \(F^2\), so the overlaps are negligible; in the example below none exceeds \(5\times10^{-6}\). The kinetic energy is taken from the effective-mass equation above. The mass \(m\) differs from the free-electron mass because the Bloch functions change with \(\mathbf k\) around each minimum. The product form, with \(\varphi_j\) fixed at the minimum, leaves out this change, so it is used only for the overlaps and the matrix elements of \(\Delta V\). In this approximation the energy matrix, measured from the band edge, is

\[
H_{ij}=-E_0\,\delta_{ij}+M_{ij},\qquad
M_{ij}=\int F^2\,\varphi_i^*\,\Delta V\,\varphi_j\,d^3r .
\]

Multiplying out the plane waves,

\[
M_{ij}=\sum_{\mathbf G}C_{ij}(\mathbf G)\,I(|\mathbf k_j-\mathbf k_i+\mathbf G|),\qquad
C_{ij}(\mathbf G)=\sum_{\mathbf G'}c_i^*(\mathbf G')c_j(\mathbf G'+\mathbf G),
\]

with \(I(q)=\int F^2\Delta V\,e^{i\mathbf q\cdot\mathbf r}d^3r\). In momentum space \(I\) is \(\Delta V\) averaged over the transform of \(F^2\),

\[
I(q)=\int\frac{d^3p}{(2\pi)^3}\,\frac{\Delta V(p)}{\left(1+|\mathbf q-\mathbf p|^2b^2/4\right)^2}.
\]

The weight has width \(2/b\) and total \(F(0)^2=1/(\pi b^3)\). If \(\Delta V\) is smooth on that scale around \(q\), then \(I(q)\approx F(0)^2\Delta V(q)\). This limit serves for intervalley momenta but not at \(q=0\), where the Coulomb part is singular; there it gives the finite mean \(-1/(\epsilon_0b)\).

**(d) Between opposite valleys the smallest momentum transfer is \(4\pi/a-2k_0\), reached with \(\mathbf G=(2,0,0)2\pi/a\). The Coulomb potential is large there. Does this component contribute?**

*Solution.* Diamond has a screw operation \(S\mathbf r=R\mathbf r+\boldsymbol\tau\), where \(R\) takes \((x,y,z)\) to \((x,-z,y)\) and \(\boldsymbol\tau=(a/4)(1,1,1)\) joins the two atoms of the cell. It exchanges the sublattices. Since \(R\) leaves the \(+x\) valley in place and the band is nondegenerate there, \(\varphi_+(S\mathbf r)=\lambda\varphi_+(\mathbf r)\).

To find \(\lambda^2\), apply \(S\) twice: \(S^2\mathbf r=R^2\mathbf r+(a/2)(1,0,1)\). The shift is a lattice vector and contributes the Bloch factor \(e^{ik_0a/2}\). The half-turn \(R^2\) about the donor can multiply \(\varphi_+\) only by a constant, and evaluation at the origin shows that this constant is 1, provided \(\varphi_+(0)\neq0\). Hence \(\lambda^2=e^{ik_0a/2}\).

By time reversal \(\varphi_-=\varphi_+^*\), with phases chosen so that both are positive at the donor. The product \(P=\varphi_+^*\varphi_-=(\varphi_+^*)^2\) therefore obeys \(P(S\mathbf r)=e^{-ik_0a/2}P(\mathbf r)\). Its component with \(\mathbf G=(h,0,0)2\pi/a\) is the crystal average

\[
C(h)=\left\langle e^{-iQx}P(\mathbf r)\right\rangle,\qquad Q=-2k_0+\frac{2\pi h}{a}.
\]

Replacing \(\mathbf r\) by \(S\mathbf r\) does not change an average, and it shifts \(x\) by \(a/4\):

\[
C(h)=e^{-iQa/4}e^{-ik_0a/2}C(h)=e^{-i\pi h/2}C(h).
\]

For \(h=2\) the factor is \(-1\), so \(C=0\). The dangerous component is absent, and axial components survive only for \(h\) divisible by 4. The rule holds for Bloch functions taken at the minima, as here; the spread of the envelope in \(\mathbf k\) could bring in corrections off the axis.

**(e) How many independent elements does \(M\) have? Find the levels, their degeneracies and symmetry labels, and the conditions that fix their order.**

*Solution.* The crystal with a substitutional donor keeps the tetrahedral group \(T_d\) about the donor. Its 24 operations permute the cubic axes and reverse an even number of signs. Such an operation turns \(\varphi_j\) into a Bloch function of the image valley. Both are positive at the origin, so no phase appears: the valleys are simply permuted, and \(M\) is unchanged by the permutation.

All six diagonal elements are therefore equal; call them \(d\). All opposite pairs are equivalent; call their element \(g\). For an ordered perpendicular pair, the images of two axes with their signs can be prescribed freely, and the sign of the third axis is then fixed by the even-number rule. All 24 such pairs are equivalent, with element \(f\). Each pair can be mapped to its reverse, and since \(M\) is Hermitian, \(g\) and \(f\) are real.

Acting on a vector \(\alpha\), with \(\bar\imath\) the valley opposite \(i\),

\[
(M\alpha)_i=d\,\alpha_i+g\,\alpha_{\bar\imath}+f\sum_{j\perp i}\alpha_j .
\]

Order the valleys as \(+x,-x,+y,-y,+z,-z\).

- For \((1,1,1,1,1,1)\) the four perpendicular amplitudes add, giving \(d+g+4f\).
- For \((1,1,-1,-1,0,0)\) the perpendicular sum is \(-2\) for an \(x\) valley, \(+2\) for a \(y\) valley and 0 for a \(z\) valley, giving \(d+g-2f\). The vector \((1,1,1,1,-2,-2)\) has the same eigenvalue.
- For \((1,-1,0,0,0,0)\) the perpendicular sum vanishes and the opposite amplitude has reversed sign, giving \(d-g\). The \(y\) and \(z\) pairs supply two more such states.

For the labels, count the valleys left fixed by each class: 6 for the identity, 0 for the 8 threefold rotations, 2 for the 3 half-turns, 0 for the 6 fourfold rotation-reflections, and 2 for the 6 mirrors. With the characters of \(T_d\),

\[
n_{A_1}=\frac{6+3\cdot2+6\cdot2}{24}=1,\quad
n_E=\frac{2\cdot6+3\cdot2\cdot2}{24}=1,\quad
n_{T_2}=\frac{3\cdot6-3\cdot2+6\cdot2}{24}=1 .
\]

The dimensions \(1+2+3\) exhaust the six states. The symmetric vector is \(A_1\), the three odd pairs transform like \(x,y,z\) and form \(T_2\), and the remaining two form \(E\):

\[
\boxed{\;M_{A_1}=d+g+4f,\qquad M_E=d+g-2f,\qquad M_{T_2}=d-g\;}
\]

The weighted mean is \(d\), so intervalley coupling splits the sextet without moving its centre. The separations are

\[
E-A_1=-6f,\qquad T_2-A_1=-2g-4f,\qquad E-T_2=2(g-f).
\]

Symmetry fixes the pattern, not the order. \(A_1\) is lowest if \(f<0\) and \(g+2f<0\), and \(E\) lies above \(T_2\) if \(g>f\). With ellipsoidal valleys the envelopes are permuted along with the Bloch functions, and the pattern survives. A distortion that lowers the site symmetry can split the \(E\) and \(T_2\) levels.

**(f) Which levels are moved by a contact potential, and by bare nonlocal projectors of s and p type centred on the donor?**

*Solution.* A contact potential sees \(\varphi_i^*(0)\varphi_j(0)\), which is the same for every pair. Then \(d=g=f\), and the levels are \(6d\) for \(A_1\) and zero for \(E\) and \(T_2\), whose wave functions vanish at the donor.

An s projector \(D|s\rangle\langle s|\) behaves likewise. All valleys have the same amplitude \(\beta=\langle s|\varphi_j\rangle\), and for a slow envelope only \(A_1\) moves, by \(6DF(0)^2|\beta|^2\).

For p projectors of strength \(D\), the half-turn about the valley axis leaves only the component along that axis. It has amplitude \(\eta\) in one valley and \(-\eta\) in the opposite one. Hence \(d=-g=DF(0)^2|\eta|^2\) and \(f=0\). Only \(T_2\) moves, by \(2DF(0)^2|\eta|^2\).

These rules concern the bare \(w_{\rm nl}\). The local potential \(\epsilon^{-1}K\delta n_{\rm nl}\) from part (a) has the full site symmetry but is not a single projector, so it can move all three levels.

**(g) Evaluate the splitting for a model crystal with round parameters, and judge the approximations.**

*Solution.* The host is a diamond crystal with \(a=10.2\) bohr and three local form factors, listed in the numerical output below. They are chosen independently of the host ion used in the difference. The ions have \(Z_h=4\), \(r_h=0.8\) bohr and \(Z_i=5\), \(r_i=0.7\) bohr, with equal nonlocal parts, so \(w_{\rm nl}=0\). The screening has \(\epsilon_0=12\) and \(q_s=1.2\) bohr\(^{-1}\), and the mass is \(m=0.3\). The numbers illustrate the mechanism and do not predict the levels of a particular donor in silicon.

The conduction minimum lies at \(k_0=0.853\) in units of \(2\pi/a\). The envelope radius is \(b=12/0.3=40\) bohr, and \(E_0=-0.3/(2\cdot12^2)\) hartree, or \(-28.345\) meV.

The direct transfer between perpendicular valleys is \(q=\sqrt2\,k_0=0.743\) bohr\(^{-1}\), where \(\epsilon(q)=2.96\). The ionic difference of \(-23.1\) hartree bohr\(^3\) becomes \(-23.1/2.96=-7.80\). Screening by \(\epsilon_0\) would leave far less. Umklapp transfers between these valleys, the nearest at \(q=0.629\) bohr\(^{-1}\), contribute with both signs and largely cancel; the full sums below include them. The forbidden component of part (d) would have had \(q=0.181\) bohr\(^{-1}\); its computed coefficient is zero to rounding.

The full sums give, in meV,

\[
d=-57.561,\qquad g=-0.207,\qquad f=-0.408 .
\]

The centre of the sextet is \(-E_0+d=28.345-57.561=-29.216\) meV. The levels follow:

\[
\begin{aligned}
A_1&:\;-29.216-0.207-4(0.408)=-31.055\ \text{meV},\\
T_2&:\;-29.216+0.207=-29.009\ \text{meV},\\
E&:\;-29.216-0.207+2(0.408)=-28.607\ \text{meV}.
\end{aligned}
\]

Both conditions for a lowest \(A_1\) hold, and \(g>f\) puts \(E\) above \(T_2\). The separations are \(T_2-A_1=2.05\) meV and \(E-T_2=0.40\) meV. These numbers use 137 plane waves, and their last digits are not converged. With 531 or more, \(k_0=0.854\), \(d=-57.560\), \(g=-0.209\), \(f=-0.407\) and \(T_2-A_1=2.04\) meV, and the levels move by up to about 0.006 meV.

Using \(-1/(\epsilon_0r)\) at all distances would give \(g=-0.003\) and \(f=-0.040\) meV, hence \(T_2-A_1=0.17\) meV, about twelve times too small relative to the full model. The splitting is thus mainly due to the short-range part of \(\Delta V\), which \(-1/(\epsilon_0r)\) leaves out. This comparison does not separate incomplete screening from the difference in core radii. At \(q=0.743\) bohr\(^{-1}\), however, \(\epsilon(q)\) is only about a quarter of \(\epsilon_0\), while the ionic difference is within 2% of the value \(-4\pi/q^2\) for a unit point charge. Varying one ingredient at a time, a unit point charge screened by \(\epsilon(q)\) gives \(T_2-A_1=2.17\) meV, and the ionic difference screened by \(\epsilon_0\) gives 0.15 meV, so incomplete screening is essential. The core radii still matter through the umklapp terms at larger \(q\): equal radii of 0.8 bohr, screened by \(\epsilon(q)\), give only 0.94 meV.

The slow-envelope limit \(I\approx F(0)^2\Delta V(q)\) gives \(g=-0.211\) and \(f=-0.425\) meV, within about 2% and 4% of the full integrals. A larger uncertainty comes from holding the envelope fixed. \(A_1\) lies \(31.06-28.35=2.71\) meV below \(E_0\), nearly a tenth of the binding energy, and its envelope contracts when allowed to. Optimising only the radius \(b\) for each level gives \(b\approx33\) bohr and \(-31.84\) meV for \(A_1\), and raises \(T_2-A_1\) to 2.80 meV. A radial envelope of free shape, with the same mass and potential, changes \(T_2\) and \(E\) by about 0.1 meV or less but takes \(A_1\) to about \(-0.2\) eV. So deep a level is bound by the atomic-scale part of \(\Delta V\), where the effective-mass description no longer applies. The first-order \(A_1\) level, and with it \(T_2-A_1\), is therefore not a controlled estimate even for this ionic difference. For a much stronger one the linear screening can fail as well. The division into \(A_1\), \(E\) and \(T_2\) rests on the site symmetry and on the nonzero Bloch amplitude at the donor, and it does not depend on the size of these corrections as long as the states can still be traced to the six valleys.

## Numbers as computed

```
Ring: bare local potential at impurity = -1.0000 (hopping units)
Ring: screened local, SCF derivative = -0.937474
Ring: screened local, linear formula = -0.937474
Ring: formula without K dn_nl = -0.930798
Ring: largest formula error = 5.5e-09
Lattice constant = 10.20 bohr; plane waves = 137
Host form factors, |G|^2=3,8,11 = -0.110, 0.025, 0.035 Ha
Host ion: charge 4, core radius 0.80 bohr
Impurity ion: charge 5, core radius 0.70 bohr
eps0 = 12.0; screening wavevector = 1.20 bohr^-1
Envelope mass = 0.30 m_e; radius = 40.00 bohr
Envelope density at donor F(0)^2 = 4.9736e-06 bohr^-3
Valley position k0 = 0.8530 (2 pi/a)
Bloch density at donor |phi(0)|^2 = 0.7786 (cell mean 1)
g direct: q = 1.0508 bohr^-1, eps(q) = 2.0782
  ionic difference = -11.4429, screened = -5.5061 Ha bohr^3
f direct: q = 0.7431 bohr^-1, eps(q) = 2.9639
  ionic difference = -23.1058, screened = -7.7957 Ha bohr^3
f umklapp: q = 0.6292 bohr^-1, eps(q) = 3.5588
  ionic difference = -32.1812, screened = -9.0427 Ha bohr^3
Forbidden g umklapp: q = 0.1812 bohr^-1, |C| = 9.7e-15
Allowed g components: |C(000)| = 0.1855, |C(400)| = 0.0083
f components: |C(000)| = 0.4035, |C(1,-1,1)| = 0.2671
Largest intervalley overlap = 4.32e-06
Valley representation: A1 1, A2 0, E 1, T1 0, T2 1
Envelope energy = -28.3452 meV
d = -57.5611 meV; d minus hydrogenic Coulomb mean = -0.8707 meV
g = -0.2074 meV; f = -0.4080 meV
Coulomb/eps0 only: g = -0.0029, f = -0.0403 meV
Slow-envelope limit: g = -0.2113, f = -0.4253 meV
A1 level (1 states) = -31.0554 meV
T2 level (3 states) = -29.0085 meV
E level (2 states) = -28.6071 meV
Order from lowest: A1, T2, E
T2 - A1 = 2.0469 meV
E - A1 = 2.4483 meV
E - T2 = 0.4013 meV
Bare s projector: width 1.0 bohr, strength -1.0 Ha
  A1 shift = -11.9797 meV; E and T2 unshifted within tolerance
```
